Effective-valence tensor and work of an fcc vacancy jump, part 2

An atom in an fcc crystal with cube edge a jumps into a vacancy along a straight line of length d = a/√2, between two empty sites. The axes are x along the jump [110], y along [−110] and z along [001]. The position s runs from −d/2 to d/2, with the saddle at s = 0. Four gate atoms surround the saddle at (0, ±d/2, ±a/2). A uniform field E adds the force

F_i = e Σ_j Z_ij E_j. (1)

Here e is the positive elementary charge and Z the effective-valence tensor, a direct part plus the electron wind Zʷ.

With the other atoms on their sites, the saddle has mmm symmetry (mirrors x → −x, y → −y, z → −z), and Z is diagonal all along the line. To first order in E, the jump's work is

W = e E_x ∫ Z_xx(s) ds = e Z̄ d E_x, (5)

Z̄ = (1/d) ∫ Z_xx(s) ds, with both integrals from −d/2 to d/2.

Half is done before the saddle. By part (c), the path average Z̄ sets the work, not the saddle value Z_xx(0). The ratio of forward to backward rates and the mean displacement per exchange with the vacancy are

Γ₊/Γ₋ = exp(e Z̄ d E_x/kT), (7)

⟨Δ⟩ = e Z̄ d² E/(6kT). (8)

On a bowed path y(s) = b cos²(πs/d), z = 0, a field along y does work up to the saddle, but the second half returns it (part (e)). If the energy beside the line rises as κy²/2, a transverse force F_y shifts the path by F_y/κ, where the energy is −F_y²/(2κ).

Symmetry does not supply the values of Z; a model of the electron wind does.

### (f) What force does a scattered electron exert on one atom?

Atoms at positions R_p scatter free electrons of wavevector **k**, with k = |**k**|, in the s wave with phase shift δ. Use atomic units, ħ = m = e = 1, and find the force on atom p.

**Solution.** The s part of a plane wave centred on an atom is sin(kr)/(kr). The phase shift changes it outside the atom to e^{iδ} sin(kr + δ)/(kr). Writing both sines as exponentials, the difference is

[e^{ikr} (e^{2iδ} − 1)/(2i)]/(kr) = f e^{ikr}/r, with f = e^{iδ} sin δ/k. (11)

Let g(r) = e^{ikr}/r. With many atoms the wave is

ψ(**r**) = e^{i**k**·**r**} + Σ_q A_q g(|**r** − R_q|).

The wave that falls on atom p is the same expression without its own term. Call it φ_p. Then

A_p = f φ_p(R_p), φ_p(**r**) = e^{i**k**·**r**} + Σ_{q≠p} A_q g(|**r** − R_q|). (12)

These are linear equations for the amplitudes A_p, and they include scattering back and forth to every order.

The force follows from momentum balance. The momentum density is Im(ψ* ∂_iψ). Between the atoms ∂_tψ = (i/2)∇²ψ, so its time derivative is

½ Re(ψ* ∂_i∇²ψ − ∂_iψ ∇²ψ*).

This equals −Σ_j ∂_jΠ_ij with the momentum flux

Π_ij = ½ Re(∂_iψ* ∂_jψ − ψ* ∂_i∂_jψ). (13)

To see it, take the divergence. The terms ∂_i∂_jψ* ∂_jψ and −∂_jψ* ∂_i∂_jψ have equal and opposite real parts, and the remaining two terms are those above. For a plane wave Π_ij = k_i k_j, momentum k_i carried at velocity k_j, as it should be.

In a steady state, the momentum flowing into a small sphere around atom p is passed on to the atom. Let ν be the outward unit normal and r the radius. Near the atom ψ = φ + A g, where φ ≈ φ₀ + **G**·**r** and **G** = ∇φ_p(R_p). As r → 0, terms with φ alone vanish with the area. Terms with g alone, and the term with φ₀ and g, are proportional to ν_i and cancel between opposite points. The rest contains **G** and g ≈ 1/r. With ∂_i(1/r) = −ν_i/r² and Σ_j ν_j ∂_i∂_j(1/r) = 2ν_i/r³, the sum Σ_j Π_ij ν_j becomes

½ Re[−A G_i* − A* ν_i (**G**·ν) − 2A ν_i (**G***·ν)]/r².

The average of ν_i ν_j over the sphere is δ_ij/3. Since A G_i* and A* G_i have the same real part, the bracket averages to −(1 + 1/3 + 2/3) Re(A* G_i) = −2 Re(A* G_i). Multiplying by the factor ½ and the area 4πr² gives an outflow of −4π Re(A* G_i). The inflow, and so the force, is

**F**_p = 4π Re[A_p* ∇φ_p(R_p)]. (14)

For a single atom A = f and ∇φ = i**k**, so **F** = 4π Im(f) **k**. From equation (11), Im f = sin²δ/k = k|f|². With the cross-section σ = 4π|f|² = 4π sin²δ/k², this is **F** = kσ**k**: the flux k intercepted by σ delivers its full momentum, since s-wave scattering sends the electron out with zero mean momentum.

### (g) What is the wind valence?

Let the field shift the Fermi sphere, with relaxation time τ, and add up the forces.

**Solution.** An electron has charge −1 and feels the force −E. The steady Boltzmann equation for the occupation f₀ + δf is, to first order,

−E·∂f₀/∂**k** = −δf/τ.

With energy ε = k²/2 one has ∂f₀/∂**k** = **k** ∂f₀/∂ε. At low temperature ∂f₀/∂ε = −δ(ε − ε_F), so

δf = −τ (E·**k**) δ(ε − ε_F).

The minus sign says that the electrons drift against the field. The wind force is the sum over two spins, 2∫d³k/(2π)³ δf **F**(**k**). Use d³k = k² dk dΩ = k dε dΩ, and write E·**k** = k E·k̂ with k̂ the unit vector of **k**. At the Fermi wavenumber k_F this gives

Zʷ_ij = −(τ k_F²/(4π³)) ∮ F_i(k̂) k̂_j dΩ. (15)

For an isolated atom F_i = k_F² σ k̂_i, and ∮ k̂_i k̂_j dΩ = 4πδ_ij/3. With electron density n = k_F³/(3π²) and mean free path ℓ = k_F τ,

Zʷ = −τ k_F⁴ σ/(3π²) = −nℓσ. (16)

A long mean free path strengthens the wind in a given field, because the electrons gather more momentum between collisions. At a given current density the dependence drops out. The field is then E = j/(nτ), and the wind force has magnitude nℓσE = k_F σ j. More generally, equation (15) is proportional to τ, so its product with E at fixed j does not depend on τ.

### (h) What are the three components in an example?

Take an accelerated electromigration test of an fcc metal interconnect, with a = 3.60 Å, one conduction electron per atom, resistivity ρ = 3.0 µΩ cm, current density 1.0 MA/cm² and temperature 600 K. These are round values. The phase shift δ = 0.30 and an isotropic direct valence of +1 are model choices, not calculated for any metal.

**Solution.** The jump length is 3.60/√2 = 2.546 Å. Four atoms per cube give n = 4/3.60³ = 0.0857 Å⁻³ and k_F = (3π²n)^{1/3} = 1.364 Å⁻¹. The Drude relation τ = m/(ne²ρ) gives 13.8 fs, and the mean free path is 218 Å. The cross-section is

σ = 4π sin²(0.30)/1.364² = 0.590 Å².

An isolated atom would have the wind valence −0.0857 × 218 × 0.590 ≈ −11.0.

The jumping atom is not isolated. Let it scatter together with the 18 atoms that are nearest neighbours of either empty site, and replace the rest of the host by a uniform medium. Equations (12) are then 19 linear equations for each direction of **k**. They were solved numerically at 28 × 56 directions, and equation (15) was summed with Gauss points in the polar angle and equal steps in azimuth. Adding the direct valence gives Z_xx, Z_yy, Z_zz:

saddle, s = 0: −14.6, −10.0, −3.4

halfway from saddle to end, s = d/4: −11.3, −9.1, −5.1

end of the jump, s = d/2: −6.0, −7.5, −7.2

The saddle tensor is strongly anisotropic, and the jump direction has the largest magnitude. At the end of the jump, it has the smallest in this cage, an order that the cages of 58 atoms and more described below do not keep. For comparison, an isolated atom has the total valence −10.0 in every direction.

The path average, from 12 Gauss points, is Z̄ = −11.0. The saddle value −14.6 would overstate the work by about 33 per cent of the correct model value. This is the practical content of the distinction in part (c).

One set of unequal numbers does not exclude a hidden linear relation c_x Z_xx + c_y Z_yy + c_z Z_zz = 0. Three variants of the saddle do so within this model: the case above, the same with δ = −0.30 for the cage atoms, and the first case with the wavenumber raised by a factor 1.3 at fixed geometry. Scale each triple of wind valences to unit length and make the triples the rows of a matrix. Its smallest singular value is 0.0088 of the largest. The rows are nearly dependent, but their rank is three, so no fixed relation holds for all wind valences. Nor does one hold for the totals. The direct valence is a free parameter common to all three components, so such a relation would need c_x + c_y + c_z = 0 and would then have to hold for the wind parts alone.

The cage is a severe truncation. Including all atoms up to the second-neighbour distance from either empty site gives 26 atoms, saddle values −13.5, −9.3, −0.7 and Z̄ = −10.0. Going to the third-neighbour distance gives 58 atoms, −15.2, −6.5, +0.5 and Z̄ = −9.9. The order of the magnitudes is the same in all three cages, but even the sign of Z_zz is not settled. Larger cages, from 72 to 242 atoms, keep this order but do not settle the values: Z̄ moves between −8.8 and −10.2, the saddle Z_xx between −13.2 and −15.6, Z_yy between −3.0 and −8.1, and Z_zz between −1.7 and +1.4. In these cages the saddle value overstates the work by 42 to 55 per cent, against 33 per cent in the smallest one. These ranges are not bounds. In cages of 274 to 644 atoms Z̄ stays between −9.3 and −10.5, but the saddle Z_xx reaches −16.6, Z_yy lies between −1.4 and −3.6, and the overstatement is 55 to 68 per cent. The digits quoted for the 18-atom cage therefore describe that cage, not a converged crystal.

The truncation also has a systematic effect. In a perfect crystal, a stationary Bloch wave carries equal momentum into and out of each cell, so an atom on an ordinary site feels no wind. The model with only the twelve nearest neighbours gives such an atom a wind valence of −8.6, and with 380 neighbours −3.9. The value does not fall steadily but oscillates with the size of the cluster: it is −1.6 for 42 neighbours, −4.7 for 176, +0.3 for 530 and −1.2 for 790. The values near the end of the jump, and through them Z̄, may therefore contain a wind that a full crystal would not exert.

### (i) How large are the work and the drift?

**Solution.** The field is ρj = 3.0 × 10⁻⁶ Ω cm × 10⁶ A/cm², which is 3.0 × 10⁻⁸ V/Å. With the field along the jump, the 18-atom cage gives

force at the saddle = −14.6 × 3.0 × 10⁻⁸ = −4.4 × 10⁻⁷ eV/Å,

W = −10.97 × 2.546 × 3.0 × 10⁻⁸ = −8.4 × 10⁻⁷ eV.

The sign means that a jump along the field is hindered and one with the electron flow is helped. With kT = 0.0517 eV, W/kT = −1.6 × 10⁻⁵. The two rates differ by 16 parts in a million. The mean displacement per exchange is

−10.97 × 2.546² × 3.0 × 10⁻⁸/(6 × 0.0517) = −6.9 × 10⁻⁶ Å,

or −6.9 × 10⁻⁷ nm. Electromigration is a very small bias on a large number of thermal jumps.

### (j) What do the neglected effects amount to?

Size them for the same example and cage, then compare with a real line.

**Solution.** Start with a path that bows by b = 0.20 Å toward y. The work up to the saddle per unit field, in units of e Å, is −13.94 for a field along x and −2.11 for a field along y. The straight path gives −13.97 and zero. The estimate Z_yy(0) b = −10.0 × 0.20 = −2.0 is close to the y value. It omits Z_xy and the change of Z_yy along the path. With both included, Z_yy contributes −1.79 and Z_xy −0.32. The two errors of the estimate partly cancel, so such closeness cannot be relied on for other paths. As shown in part (e), this y work is returned in the second half of the jump.

For a field along x, the whole bowed jump differs from the straight one by 0.06 e Å, about 0.2 per cent of the straight value, although both have the same ends. The field-induced force in this model is therefore not the gradient of a potential.

Next, let the four gate atoms move outward by 0.15 Å, following cos²(πs/d). The work up to the saddle, for unit field along x, is then −14.18 e Å on the jumping atom and +0.17 e Å on the gate atoms. The total, −14.02, differs from the rigid-cage value by about 0.3 per cent.

Thermal motion also takes the atom off the line. With a rough transverse stiffness of 3 eV/Å², the spread is √(0.0517/3) = 0.13 Å. At s = d/4 and this displacement along +y, Z_xy is 0.53, against a Z_xx of −11.3 on the line. It reverses sign at −y by the mirror. Averaging the saddle Z_xx over displacements of ±0.13 Å along y and along z, and adding the two shifts, changes it by 0.09, or 0.6 per cent.

Three further effects on the single jump are smaller. The thermal width of the Fermi edge shifts the saddle Z_xx by (π²/6)(kT)² times its second energy derivative. A finite difference, with τ and δ held fixed, gives 0.01. A field along y deflects the saddle by 10.0 × 3.0 × 10⁻⁸/3 = 1.0 × 10⁻⁷ Å, with an energy of 1.5 × 10⁻¹⁴ eV, far below |W|. The energy an electron gains from the field over one mean free path is 1.3 × 10⁻⁴ kT, which supports the use of linear response.

Stress in a line with blocked ends is not small. Atoms pile up at one end until the stress gradient opposes the electrical force. Moving an atom of volume Ω = a³/4 through a stress difference Δσ costs ΩΔσ. Over a length L, the balance is

ΩΔσ = e|Z̄|E L. (17)

For L = 10 µm this gives Δσ ≈ 450 MPa. The drift of part (i) thus describes the early stage, before stress has built up. Equation (17) presumes blocked ends, elastic behaviour and no void; a line that yields or opens a void first does not reach this balance.

The resistivity used is a round value somewhat below that of bulk copper at 600 K, which is near 4 µΩ cm. A narrow line has a higher resistivity than the bulk because its surfaces and grain boundaries scatter electrons. If this merely shortens τ, the wind force at fixed current density is unchanged, by part (g). The valence near −11 reflects the chosen phase shift, resistivity and cage, and is not a prediction for copper.

The calculation also assumes that atoms move through the perfect lattice. In a real line they can also move along interfaces and grain boundaries, where the saddle need not have mmm symmetry and transverse fields may perform work. If the activation energy of diffusion there, which includes the energy to form the vacancy or other defect, is lower by 1 eV, a rough figure, the diffusion coefficient at equal prefactors is higher by a factor exp(1/0.0517), of the order of 10⁸. This gain must be multiplied by the small fraction of atoms on such paths. The lattice result describes the force in a bulk jump and does not by itself give the lifetime of a line.
